# Plasmon satellite of a core level in one-shot GW: a program that tests the result

```python
"""
Result under test: a filled core level coupled to one plasmon (energy w,
coupling g to the hole) has exact removal peaks spaced by w, whereas one-shot
GW with an unshifted G0 has two peaks spaced by sqrt(w^2 + 4 g^2), which is
sqrt(5) w at g = w.
Symbols: x = removal energy minus bare level energy; a = (g/w)^2;
C(t) = hole amplitude, the sum of weight * exp(-i x t) over all peaks.
The model tests use w = 1; the silicon estimate uses Hartree atomic units.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
KB_EV = const.k / const.e


def peaks(couplings):
    """Removal peaks and weights of a chain of plasmon-number states."""
    size = len(couplings) + 1
    matrix = np.diag(-np.arange(size, dtype=float))
    matrix += np.diag(couplings, 1) + np.diag(couplings, -1)
    energy, vector = np.linalg.eigh(matrix)
    return energy[::-1], vector[0, ::-1] ** 2


def gw_formula(g):
    gap = math.sqrt(1 + 4 * g * g)
    return (np.array([(-1 + gap) / 2, (-1 - gap) / 2]),
            np.array([(1 + 1 / gap) / 2, (1 - 1 / gap) / 2]), gap)


def sigma_quadrature(x, g):
    """GW convolution along the imaginary frequency axis, Re x > 0."""
    def integrand(v):
        screened = -2 * g * g / (1 + v * v)
        return -screened / (x + 1j * v) / (2 * math.pi)
    real = quad(lambda v: integrand(v).real, -np.inf, np.inf, limit=300)[0]
    imag = quad(lambda v: integrand(v).imag, -np.inf, np.inf, limit=300)[0]
    return real + 1j * imag


def dyson_in_time(g, t_end=15.0, dt=0.005):
    """Solve C'(t) = -integral of g^2 exp(i(t-s)) C(s) by trapezoids."""
    t = np.arange(0, t_end, dt)
    kernel = g * g * np.exp(1j * t)
    amp = np.zeros(len(t), complex)
    amp[0] = 1
    previous = 0j
    for n in range(1, len(t)):
        partial = dt * kernel[n] * amp[0] / 2
        if n > 1:
            partial += dt * np.dot(kernel[n - 1:0:-1], amp[1:n])
        amp[n] = ((amp[n - 1] - dt / 2 * (previous + partial))
                  / (1 + dt * dt * kernel[0] / 4))
        previous = partial + dt / 2 * kernel[0] * amp[n]
    return t, amp


def gap_from_beat(t, amp):
    """First minimum of |C|^2 lies at pi / spacing for two peaks."""
    p = np.abs(amp) ** 2
    k = int(np.argmax(np.diff(p) > 0))
    shift = (p[k - 1] - p[k + 1]) / (2 * (p[k - 1] - 2 * p[k] + p[k + 1]))
    return math.pi / (t[k] + shift * (t[1] - t[0]))


def shifted_g0(g):
    """Move the level in G0 to the main GW peak until nothing changes."""
    delta = 0.0
    for _ in range(200):
        roots = np.sort(np.roots([1, 1 - delta, -g * g]).real)
        delta = roots[1]
    return roots[1], roots[0]


def moment(x, weight, order):
    return float(np.sum(weight * x ** order))


for g in (0.6, 1.0):
    a = g * g
    x_exact, w_exact = peaks(g * np.sqrt(np.arange(1, 70)))
    for n in range(5):
        assert abs(x_exact[n] - (a - n)) < 1e-9
        poisson = math.exp(-a) * a ** n / math.factorial(n)
        assert abs(w_exact[n] - poisson) < 1e-9
    for x in (0.3 + 0.4j, 1.0 + 0j, 0.8 - 0.5j):
        assert abs(sigma_quadrature(x, g) - g * g / (x + 1)) < 1e-6
    x_gw, w_gw, gap = gw_formula(g)
    t, amp = dyson_in_time(g)
    two_peaks = np.exp(-1j * np.outer(t, x_gw)) @ w_gw
    assert np.max(np.abs(amp - two_peaks)) < 2e-3  # second order in dt
    beat_gap = gap_from_beat(t, amp)
    assert abs(beat_gap - gap) < 2e-3
    x_block, w_block = peaks(np.array([g]))
    assert np.allclose(x_block, x_gw) and np.allclose(w_block, w_gw)
    cumulant = np.exp(a * (np.exp(1j * t) - 1 - 1j * t))
    exact_amp = np.exp(-1j * np.outer(t, x_exact)) @ w_exact
    assert np.max(np.abs(cumulant - exact_amp)) < 1e-8
    x_sc, w_sc = peaks(g * np.ones(69))
    for order in range(4):
        assert abs(moment(x_exact, w_exact, order)
                   - moment(x_gw, w_gw, order)) < 1e-8
    m4 = [moment(*pair, 4) for pair in
          ((x_gw, w_gw), (x_sc, w_sc), (x_exact, w_exact))]
    assert np.allclose(m4, [a + k * a * a for k in (1, 2, 3)], atol=1e-7)
    x_shift = shifted_g0(g)
    assert abs(x_shift[0] - a) < 1e-8 and abs(x_shift[1] + 1) < 1e-8
assert abs(beat_gap - math.sqrt(5)) < 2e-3
assert x_sc[0] - x_sc[1] > 1.2

# Two independent modes: weight of one quantum in the first mode.
size, w2, g2 = 20, (1.0, 1.3), (0.5, 0.4)
low = np.diag(np.sqrt(np.arange(1, size)), 1)
num, unit = np.diag(np.arange(size)), np.eye(size)
h2 = (np.kron(w2[0] * num + g2[0] * (low + low.T), unit)
      + np.kron(unit, w2[1] * num + g2[1] * (low + low.T)))
e2, v2 = np.linalg.eigh(h2)
a2 = [(g2[i] / w2[i]) ** 2 for i in (0, 1)]
assert abs(e2[1] - e2[0] - w2[0]) < 1e-8
assert abs(v2[0, 1] ** 2 - math.exp(-sum(a2)) * a2[0]) < 1e-8

# Silicon 2p hole in an electron gas of the same plasmon energy.
wp_ev, width_ev, so_ev, temp, eps_static = 17.0, 4.0, 0.6, 300.0, 12.0
wp = wp_ev / HARTREE_EV
density = wp ** 2 / (4 * math.pi)
kf = (3 * math.pi ** 2 * density) ** (1 / 3)
z_core = 14 - (2 * 0.85 + 7 * 0.35)  # Slater screening of a 2p electron


def plasmon(q):
    return np.sqrt(wp ** 2 + kf ** 2 * q ** 2 / 3 + q ** 4 / 4)


def form_factor(q):
    return z_core ** 5 / (4 * q) * np.imag((z_core - 1j * q) ** -4)


q_test = 1e-3
static_eps = 1 / (1 - wp ** 2 / plasmon(q_test) ** 2)
assert abs((static_eps - 1) * q_test ** 2 / (4 * kf / math.pi) - 1) < 1e-4
radial = quad(lambda r: z_core ** 5 / 24 * r ** 3 * math.sin(2 * r) / 2
              * math.exp(-z_core * r), 0, 8, limit=200)[0]
assert abs(radial - form_factor(2.0)) < 1e-7

dq = 0.0025
q = (np.arange(6000) + 0.5) * dq
wq = plasmon(q)
g2_point = wp ** 2 / (math.pi * wq) * dq
g2_core = g2_point * form_factor(q) ** 2
a_point = np.sum(g2_point / wq ** 2)
a_core = np.sum(g2_core / wq ** 2)
eta_ev = 0.5
eta = eta_ev / HARTREE_EV
x_grid = np.arange(-2.5, 1.0, 0.002)
sigma = np.array([np.sum(g2_core / (x + wq - 1j * eta)) for x in x_grid])
spectrum = np.abs(np.imag(1 / (x_grid - sigma))) / math.pi
above = x_grid > 0
below = x_grid < -wp
main_disp = x_grid[above][np.argmax(spectrum[above])]
sat_disp = x_grid[below][np.argmax(spectrum[below])]
gap_disp = (main_disp - sat_disp) / wp
loss = np.arange(0.3, 2.5, 0.002)
first_sat = np.array([np.sum(g2_core / wq ** 2 * eta
                             / ((e - wq) ** 2 + eta ** 2)) for e in loss])
gap_exact_disp = loss[np.argmax(first_sat)] / wp
assert gap_disp > 1.2 and gap_exact_disp < 1.1

damped = np.roots([1, 1 - 0.5j * width_ev / wp_ev, -1])
gap_damped = abs(damped[0].real - damped[1].real)
thermal = 1 / math.expm1(wp_ev / (KB_EV * temp))
# Depth in mean free paths; uniform source, one loss relative to none.
extrinsic = (quad(lambda s: s * math.exp(-s), 0, np.inf)[0]
             / quad(lambda s: math.exp(-s), 0, np.inf)[0])

x_gw, w_gw, gap = gw_formula(1.0)
print(f"plasmon energy (rough, silicon) = {wp_ev:.1f} eV")
print(f"coupling g in the main example = {wp_ev:.1f} eV")
print(f"exact main peak x = {x_exact[0] * wp_ev:.3f} eV")
print(f"exact first satellite x = {x_exact[1] * wp_ev:.3f} eV")
print(f"exact second satellite x = {x_exact[2] * wp_ev:.3f} eV")
print("exact weights, n = 0, 1, 2 =",
      " ".join(f"{w:.4f}" for w in w_exact[:3]))
print(f"exact spacing = {(x_exact[0] - x_exact[1]) * wp_ev:.3f} eV")
print(f"GW main peak x = {x_gw[0] * wp_ev:.3f} eV")
print(f"GW satellite x = {x_gw[1] * wp_ev:.3f} eV")
print(f"GW weights, main and satellite = {w_gw[0]:.4f} {w_gw[1]:.4f}")
print(f"GW spacing = {gap * wp_ev:.3f} eV")
print(f"GW spacing / plasmon energy = {gap:.5f}")
print(f"same ratio from the beat in time = {beat_gap:.5f}")
print(f"spacing ratio, G0 shifted to main peak = {x_shift[0]-x_shift[1]:.4f}")
print(f"spacing ratio, self-consistent G, fixed W = {x_sc[0]-x_sc[1]:.4f}")
print("fourth moment / w^4, GW, self-consistent G, exact =",
      " ".join(f"{m:.4f}" for m in m4))
print(f"electron-gas density for silicon = {density:.5f} bohr^-3")
print(f"Fermi wave number = {kf:.4f} bohr^-1")
print(f"2p effective charge (Slater) = {z_core:.2f} e")
print(f"silicon estimate of a, point hole = {a_point:.4f}")
print(f"silicon estimate of a, 2p hole = {a_core:.4f}")
print(f"g / plasmon energy from that a = {math.sqrt(a_core):.4f}")
print(f"one-mode GW spacing ratio at that a = {math.sqrt(1+4*a_core):.4f}")
print(f"half-width used in dispersive spectra = {eta_ev:.1f} eV")
print(f"dispersive GW spacing ratio = {gap_disp:.3f}")
print(f"dispersive GW spacing = {gap_disp * wp_ev:.2f} eV")
print(f"dispersive exact first-satellite ratio = {gap_exact_disp:.3f}")
print(f"plasmon full width (rough) = {width_ev:.1f} eV")
print(f"GW spacing ratio at g = w with that width = {gap_damped:.4f}")
print(f"2p spin-orbit splitting (rough) = {so_ev:.1f} eV")
print(f"splitting / plasmon energy = {so_ev / wp_ev:.4f}")
print(f"thermal plasmon number at {temp:.0f} K = {thermal:.1e}")
print(f"static dielectric constant (rough) = {eps_static:.0f}")
print(f"unscreened long-range fraction = {1 / eps_static:.3f}")
print(f"photoelectron one-loss / no-loss intensity = {extrinsic:.3f}")
print("no test failed")
```

Output:

```
plasmon energy (rough, silicon) = 17.0 eV
coupling g in the main example = 17.0 eV
exact main peak x = 17.000 eV
exact first satellite x = -0.000 eV
exact second satellite x = -17.000 eV
exact weights, n = 0, 1, 2 = 0.3679 0.3679 0.1839
exact spacing = 17.000 eV
GW main peak x = 10.507 eV
GW satellite x = -27.507 eV
GW weights, main and satellite = 0.7236 0.2764
GW spacing = 38.013 eV
GW spacing / plasmon energy = 2.23607
same ratio from the beat in time = 2.23606
spacing ratio, G0 shifted to main peak = 2.0000
spacing ratio, self-consistent G, fixed W = 1.5355
fourth moment / w^4, GW, self-consistent G, exact = 2.0000 3.0000 4.0000
electron-gas density for silicon = 0.03106 bohr^-3
Fermi wave number = 0.9725 bohr^-1
2p effective charge (Slater) = 9.85 e
silicon estimate of a, point hole = 0.4021
silicon estimate of a, 2p hole = 0.3845
g / plasmon energy from that a = 0.6201
one-mode GW spacing ratio at that a = 1.5931
half-width used in dispersive spectra = 0.5 eV
dispersive GW spacing ratio = 1.758
dispersive GW spacing = 29.88 eV
dispersive exact first-satellite ratio = 1.015
plasmon full width (rough) = 4.0 eV
GW spacing ratio at g = w with that width = 2.2336
2p spin-orbit splitting (rough) = 0.6 eV
splitting / plasmon energy = 0.0353
thermal plasmon number at 300 K = 2.6e-286
static dielectric constant (rough) = 12
unscreened long-range fraction = 0.083
photoelectron one-loss / no-loss intensity = 1.000
no test failed
```
